# Dressed Orbitals and Their Exchange Symmetry in QED Density Functional Theory: test program

```python
# Result under test: N electrons coupled to a cavity mode are equivalent to N
# dressed particles (r_i, q_i) with only one- and two-body terms, provided that
# the wavefunction is antisymmetric in the electron coordinates alone.
# Rydberg atomic units: hbar = 2m = 1, e^2 = 2, energies in Ry, lengths in bohr.
#   physical: H = sum(-d^2/dx_i^2) + w - d^2/dp^2 + (omega p/2 - lam R)^2, R = sum x_i
#   dressed one-body: -d^2/dx^2 - d^2/dq^2 + omega^2 q^2/4
#                     - omega q lam x/sqrt(N) + (lam x)^2
#   dressed pair: w - omega lam (q_i x_j + q_j x_i)/sqrt(N) + 2 lam^2 x_i x_j
#   omega: mode energy, lam: coupling, p: mode coordinate, q_i: dressed coordinates
# Numerical model: two electrons in a hard-wall box with soft Coulomb repulsion.
import numpy as np
import scipy.sparse as ss
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
BOX = 4.0
LAM = 0.3
N_ORB = 8
QUANTA = 6


def symbolic_checks():
    """Three electrons, two modes: potential, Laplacian, antisymmetric q state."""
    n = 3
    rot = sp.Matrix([[1/sp.sqrt(3)]*3,
                     [1/sp.sqrt(2), -1/sp.sqrt(2), 0],
                     [1/sp.sqrt(6), 1/sp.sqrt(6), -2/sp.sqrt(6)]])
    difference = 0
    for mode in range(2):
        om = sp.Symbol(f"om{mode}", positive=True)
        q = sp.symbols(f"q{mode}_0:3", real=True)
        s = sp.symbols(f"s{mode}_0:3", real=True)   # s_i = lambda . r_i
        p = rot*sp.Matrix(q)
        physical = (om*p[0]/2 - sum(s))**2 + om**2*(p[1]**2 + p[2]**2)/4
        one = sum(om**2*q[i]**2/4 - om*q[i]*s[i]/sp.sqrt(n) + s[i]**2
                  for i in range(n))
        two = sum(-om*(q[i]*s[j] + q[j]*s[i])/sp.sqrt(n) + 2*s[i]*s[j]
                  for i in range(n) for j in range(i + 1, n))
        difference += physical - one - two
    assert sp.simplify(sp.expand(difference)) == 0

    a = sp.symbols("a0:3", real=True)
    q = sp.symbols("q0:3", real=True)
    f = a[0]**4*a[1] + a[1]**3*a[2]**2 + a[0]*a[2]**3
    sub = dict(zip(a, rot*sp.Matrix(q)))
    lap_p = sum(sp.diff(f, c, 2) for c in a).subs(sub, simultaneous=True)
    f_q = f.subs(sub, simultaneous=True)
    lap_q = sum(sp.diff(f_q, c, 2) for c in q)
    assert sp.simplify(sp.expand(lap_p - lap_q)) == 0

    om = sp.Symbol("om", positive=True)
    vander = (q[0] - q[1])*(q[0] - q[2])*(q[1] - q[2])
    psi = vander*sp.exp(-om*sum(c**2 for c in q)/4)
    h_psi = -sum(sp.diff(psi, c, 2) for c in q) + om**2*sum(c**2 for c in q)*psi/4
    level = sp.simplify(h_psi/psi)
    assert sp.simplify(sum(sp.diff(vander, c) for c in q)) == 0
    extra = sp.simplify(level/om - sp.Rational(n, 2))
    assert extra == n*(n - 1)//2
    return int(extra)


def matter(n_orb, repulsion=1.0):
    """Matrix elements in box orbitals by one- and two-dimensional quadrature."""
    x, wt = np.polynomial.legendre.leggauss(60)
    x, wt = x*BOX/2, wt*BOX/2
    k = np.arange(1, n_orb + 1)
    f = np.sqrt(2/BOX)*np.sin(np.outer(k, np.pi*(x + BOX/2)/BOX))
    x1, x2 = np.meshgrid(x, x, indexing="ij")
    pair_f = np.einsum("ag,bh->abgh", f, f).reshape(n_orb**2, -1)
    weight = np.outer(wt, wt).ravel()

    def pair_matrix(function):
        return (pair_f*(weight*function.ravel())) @ pair_f.T

    return {"n": n_orb, "T": np.diag((k*np.pi/BOX)**2),
            "X": (f*wt*x) @ f.T, "X2": (f*wt*x**2) @ f.T,
            "W": pair_matrix(repulsion*2/np.sqrt((x1 - x2)**2 + 1)),
            "R": pair_matrix(x1 + x2), "R2": pair_matrix((x1 + x2)**2)}


def coordinate(quanta, omega):
    off = np.sqrt(np.arange(1, quanta + 1)/omega)
    return np.diag(off, 1) + np.diag(off, -1)


def lowest(matrix):
    e, v = eigh(matrix, subset_by_index=[0, 0])
    return e[0], v[:, 0]


def sector_basis(perm, sign, keep=None):
    """Orthonormal states with exchange parity sign under a permutation."""
    size = len(perm)
    keep = np.ones(size, bool) if keep is None else keep
    i = np.arange(size)
    first = i[keep & (i < perm)]
    count = len(first)
    rows = np.concatenate([first, perm[first]])
    cols = np.concatenate([np.arange(count)]*2)
    vals = np.concatenate([np.ones(count), sign*np.ones(count)])/np.sqrt(2)
    if sign > 0:
        fixed = i[keep & (i == perm)]
        rows = np.concatenate([rows, fixed])
        cols = np.concatenate([cols, count + np.arange(len(fixed))])
        vals = np.concatenate([vals, np.ones(len(fixed))])
        count += len(fixed)
    return ss.csr_matrix((vals, (rows, cols)), shape=(size, count))


def direct(mat, omega, lam, quanta, sign):
    """Physical problem (x1, x2, p): energy and mean mode occupation."""
    n = mat["n"]
    swap = np.arange(n*n).reshape(n, n).T.ravel()
    u = sector_basis(swap, sign).toarray()
    kinetic = np.kron(mat["T"], np.eye(n)) + np.kron(np.eye(n), mat["T"])
    electronic = u.T @ (kinetic + mat["W"] + lam**2*mat["R2"]) @ u
    number = np.arange(quanta + 1)
    h = (np.kron(electronic, np.eye(quanta + 1))
         + np.kron(np.eye(u.shape[1]), np.diag(omega*(number + 0.5)))
         - omega*lam*np.kron(u.T @ mat["R"] @ u, coordinate(quanta, omega)))
    energy, vec = lowest(h)
    occupation = np.sum(vec.reshape(-1, quanta + 1)**2 @ number)
    return energy, occupation


def dressed(mat, omega, lam, quanta):
    """Dressed one-body matrix and two-particle matrix, order (x1,q1,x2,q2)."""
    n, m = mat["n"], quanta + 1
    g = omega*lam/np.sqrt(2)
    q = coordinate(quanta, omega)
    h = (np.kron(mat["T"] + lam**2*mat["X2"], np.eye(m))
         + np.kron(np.eye(n), np.diag(omega*(np.arange(m) + 0.5)))
         - g*np.kron(mat["X"], q))
    xd = ss.csr_matrix(np.kron(mat["X"], np.eye(m)))
    qd = ss.csr_matrix(np.kron(np.eye(n), q))
    one = ss.identity(n*m, format="csr")
    order = np.arange((n*m)**2).reshape(n, n, m, m).transpose(0, 2, 1, 3).ravel()
    w = ss.kron(ss.csr_matrix(mat["W"]), ss.identity(m*m), format="csr")
    w = w[order][:, order]
    total = (ss.kron(ss.csr_matrix(h), one) + ss.kron(one, ss.csr_matrix(h)) + w
             - g*(ss.kron(qd, xd) + ss.kron(xd, qd)) + 2*lam**2*ss.kron(xd, xd))
    return h, total.tocsr()


def exchanges(n, m):
    idx = np.arange((n*m)**2).reshape(n, m, n, m)
    return {"x": idx.transpose(2, 1, 0, 3).ravel(),
            "q": idx.transpose(0, 3, 2, 1).ravel(),
            "joint": idx.transpose(2, 3, 0, 1).ravel()}


def dressed_hf(mat, omega, lam, quanta):
    """Singlet pair in one dressed orbital: energy and q-exchange expectation."""
    n, m = mat["n"], quanta + 1
    h, total = dressed(mat, omega, lam, quanta)
    g, q = omega*lam/np.sqrt(2), coordinate(quanta, omega)
    w4 = mat["W"].reshape(n, n, n, n)
    phi, old, converged = lowest(h)[1], np.inf, False
    for _ in range(300):
        c = phi.reshape(n, m)
        rho = c @ c.T
        x_mean = np.sum(rho*mat["X"])
        q_mean = np.sum((c.T @ c)*q)
        field = (np.einsum("abcd,bd->ac", w4, rho)
                 + (2*lam**2*x_mean - g*q_mean)*mat["X"])
        fock = h + np.kron(field, np.eye(m)) - g*x_mean*np.kron(np.eye(n), q)
        level, phi = lowest(fock)
        if abs(level - old) < 1e-12:
            converged = True
            break
        old = level
    assert converged
    pair = np.kron(phi, phi)
    energy = pair @ (total @ pair)
    parity = pair @ pair[exchanges(n, m)["q"]]
    schmidt = np.linalg.svd(phi.reshape(n, m), compute_uv=False)
    assert abs(parity - np.sum(schmidt**4)) < 1e-10
    return energy, parity


def occupations(vec, n, m):
    """Largest natural occupation: electronic and polaritonic."""
    e = vec.reshape(n, -1)
    d = vec.reshape(n*m, n*m)
    return (np.linalg.eigvalsh(2*e @ e.T)[-1], np.linalg.eigvalsh(2*d @ d.T)[-1])


extra_quanta = symbolic_checks()
mat = matter(N_ORB)
large = matter(12)
m = QUANTA + 1
swap = exchanges(N_ORB, m)
levels = np.arange(m)
total_q = np.broadcast_to(levels[None, :, None, None] + levels[None, None, None, :],
                          (N_ORB, m, N_ORB, m)).ravel()
keep = total_q <= QUANTA

print(f"box length {BOX:.1f} bohr; coupling lambda {LAM:.2f} Ry^(1/2)/bohr")
print(f"basis: {N_ORB} box orbitals, up to {QUANTA} quanta in total")
print(f"extra quanta of antisymmetric q state, three electrons: {extra_quanta}")

for omega, should_fail in ((0.5, True), (2.5, False)):
    e_f, n_f = direct(mat, omega, LAM, QUANTA, -1)
    e_b, n_b = direct(mat, omega, LAM, QUANTA, +1)
    e_b_less = direct(mat, omega, LAM, QUANTA - 1, +1)[0]
    h2 = dressed(mat, omega, LAM, QUANTA)[1]
    found = {}
    for name, which, sign in (("electron", "x", -1), ("joint", "joint", -1),
                              ("singlet", "joint", +1)):
        u = sector_basis(swap[which], sign, keep)
        energy, vec = lowest((u.T @ h2 @ u).toarray())
        found[name] = (energy, u @ vec)
    e_el, v_el = found["electron"]
    e_joint, v_joint = found["joint"]
    e_sing, v_sing = found["singlet"]
    par_el = v_el @ v_el[swap["q"]]
    par_joint = v_joint @ v_joint[swap["q"]]
    par_sing = v_sing @ v_sing[swap["q"]]
    n_dressed = np.sum(v_el**2*total_q)
    occ_el = occupations(v_el, N_ORB, m)
    occ_joint = occupations(v_joint, N_ORB, m)

    assert abs(e_el - e_f - omega/2) < 1e-9
    assert abs(par_el - 1) < 1e-8
    assert abs(n_dressed - n_f) < 1e-8
    assert abs(e_joint - min(e_f + omega/2, e_b_less + 1.5*omega)) < 1e-9
    assert abs(e_sing - e_b - omega/2) < 1e-9 and abs(par_sing - 1) < 1e-8
    assert (e_f - e_b > omega) == should_fail
    assert (e_joint < e_el - 1e-6) == should_fail
    assert occ_el[0] < 1 + 1e-9 and occ_joint[1] < 1 + 1e-9
    assert (occ_joint[0] > 1 + 1e-6) == should_fail
    assert abs(par_joint - (-1 if should_fail else 1)) < 1e-8

    change_f = direct(large, omega, LAM, 12, -1)[0] - e_f
    change_b = direct(large, omega, LAM, 12, +1)[0] - e_b
    assert max(abs(change_f), abs(change_b)) < 1e-3

    e_exact = direct(mat, omega, LAM, 2*QUANTA, +1)[0]
    e_fact, par_fact = dressed_hf(mat, omega, LAM, 0)
    e_hf, par_hf = dressed_hf(mat, omega, LAM, QUANTA)
    e_fact, e_hf = e_fact - omega/2, e_hf - omega/2
    assert e_exact < e_hf < e_fact
    assert abs(par_fact - 1) < 1e-10 and par_hf < 1 - 1e-6

    print(f"--- mode energy omega = {omega:.2f} Ry = {omega*RY_EV:.3f} eV")
    print(f"E_F, direct, spin-polarized: {e_f:.6f} Ry = {e_f*RY_EV:.4f} eV")
    print(f"E_B, direct, singlet: {e_b:.6f} Ry = {e_b*RY_EV:.4f} eV")
    print(f"E_F - E_B: {e_f - e_b:.6f} Ry")
    print(f"dressed, electron antisymmetry, less omega/2: {e_el - omega/2:.6f} Ry")
    print(f"dressed, joint antisymmetry, less omega/2: {e_joint - omega/2:.6f} Ry")
    print(f"error from missing constraint: {e_joint - e_el:.6f} Ry")
    print(f"q-exchange parity, electron / joint: {par_el:.4f} / {par_joint:.4f}")
    print(f"largest electronic occupation, electron / joint: "
          f"{occ_el[0]:.5f} / {occ_joint[0]:.5f}")
    print(f"largest polaritonic occupation, joint: {occ_joint[1]:.5f}")
    print(f"mode occupation, direct / dressed: {n_f:.6f} / {n_dressed:.6f}")
    print(f"larger-basis change of E_F / E_B: {change_f:.1e} / {change_b:.1e} Ry")
    print(f"singlet, factorized-orbital HF: {e_fact:.6f} Ry")
    print(f"singlet, dressed-orbital HF: {e_hf:.6f} Ry")
    print(f"singlet, full diagonalization: {e_exact:.6f} Ry")
    print(f"q-exchange expectation of dressed HF pair: {par_hf:.6f}")

free = matter(N_ORB, repulsion=0.0)
omega, weak = 0.5, 0.01
e_full = direct(free, omega, weak, QUANTA, +1)[0]
e_fact = dressed_hf(free, omega, weak, 0)[0] - omega/2
e_hf = dressed_hf(free, omega, weak, QUANTA)[0] - omega/2
gaps = np.diag(free["T"]) - free["T"][0, 0]
second = -2*omega*weak**2*np.sum(free["X"][:, 0]**2/(gaps + omega))
fraction = (e_hf - e_fact)/(e_full - e_fact)
assert abs((e_full - e_fact)/second - 1) < 5e-3
assert abs(fraction - 0.5) < 2e-3
print(f"--- no repulsion, omega {omega:.2f} Ry, lambda {weak:.2f} Ry^(1/2)/bohr")
print(f"photon-exchange energy, full: {e_full - e_fact:.5e} Ry")
print(f"photon-exchange energy, second-order sum: {second:.5e} Ry")
print(f"fraction recovered by dressed HF: {fraction:.5f}")
print("finished without a failed check")
```

It prints:

```
box length 4.0 bohr; coupling lambda 0.30 Ry^(1/2)/bohr
basis: 8 box orbitals, up to 6 quanta in total
extra quanta of antisymmetric q state, three electrons: 3
--- mode energy omega = 0.50 Ry = 6.803 eV
E_F, direct, spin-polarized: 4.513135 Ry = 61.4043 eV
E_B, direct, singlet: 3.080080 Ry = 41.9066 eV
E_F - E_B: 1.433056 Ry
dressed, electron antisymmetry, less omega/2: 4.513135 Ry
dressed, joint antisymmetry, less omega/2: 3.580080 Ry
error from missing constraint: -0.933056 Ry
q-exchange parity, electron / joint: 1.0000 / -1.0000
largest electronic occupation, electron / joint: 0.99995 / 1.97511
largest polaritonic occupation, joint: 0.98756
mode occupation, direct / dressed: 0.001942 / 0.001942
larger-basis change of E_F / E_B: -1.5e-07 / -4.2e-08 Ry
singlet, factorized-orbital HF: 3.134493 Ry
singlet, dressed-orbital HF: 3.123598 Ry
singlet, full diagonalization: 3.080080 Ry
q-exchange expectation of dressed HF pair: 0.995157
--- mode energy omega = 2.50 Ry = 34.014 eV
E_F, direct, spin-polarized: 5.497841 Ry = 74.8019 eV
E_B, direct, singlet: 4.050624 Ry = 55.1115 eV
E_F - E_B: 1.447217 Ry
dressed, electron antisymmetry, less omega/2: 5.497841 Ry
dressed, joint antisymmetry, less omega/2: 5.497841 Ry
error from missing constraint: -0.000000 Ry
q-exchange parity, electron / joint: 1.0000 / 1.0000
largest electronic occupation, electron / joint: 0.99992 / 0.99992
largest polaritonic occupation, joint: 0.99803
mode occupation, direct / dressed: 0.003908 / 0.003908
larger-basis change of E_F / E_B: -6.8e-07 / -1.8e-07 Ry
singlet, factorized-orbital HF: 4.134493 Ry
singlet, dressed-orbital HF: 4.105622 Ry
singlet, full diagonalization: 4.050624 Ry
q-exchange expectation of dressed HF pair: 0.993219
--- no repulsion, omega 0.50 Ry, lambda 0.01 Ry^(1/2)/bohr
photon-exchange energy, full: -2.21215e-05 Ry
photon-exchange energy, second-order sum: -2.21207e-05 Ry
fraction recovered by dressed HF: 0.49996
finished without a failed check
```
